# Pore radius from nitrogen condensation: Kelvin equation and adsorbed film

**Question**

A mesoporous silicon layer, made by anodizing a heavily doped wafer, is still attached to that wafer. Its pores are therefore closed at the bottom. The layer is cooled in nitrogen vapour, and the pressure $p$ is raised until a group of pores fills with liquid at relative pressure $x=p/p_0=0.70$, where $p_0$ is the saturation pressure.

Treat each pore as a straight circular cylinder that liquid nitrogen wets perfectly (zero contact angle). Unless a part says otherwise, take the vapour as ideal, the liquid as incompressible and the surface tension as that of a flat surface. Neglect gravity. Use these rough values:

- temperature $T=77.35$ K, with $RT=643.1$ J/mol
- saturation pressure $p_0=101.3$ kPa
- surface tension $\gamma=8.85$ mN/m
- liquid molar volume $V_L=34.7$ cm³/mol

Write $L=\ln(1/x)$, which is positive below saturation.

## (a) The meniscus

**Find the shape of a meniscus that closes off a cylindrical channel of radius $r$, and the radius $r_K$ at which it is in equilibrium with the vapour. What is the pressure in the liquid?**

**Answer.** Liquid and vapour coexist across a flat surface at $p_0$, where both have chemical potential $\mu_0$. Away from that point, $d\mu=v\,dp$ at fixed temperature, with $v$ the molar volume. For the ideal vapour $v=RT/p$, and for the liquid $v=V_L$, so

$$\mu_{\rm vap}=\mu_0+RT\ln\frac{p}{p_0}=\mu_0-RTL,\qquad \mu_{\rm liq}=\mu_0+V_L(p_{\rm liq}-p_0).$$

Equating them gives

$$p_{\rm liq}=p_0-\frac{RTL}{V_L}.$$

The pressure difference across the surface is balanced by surface tension, $p-p_{\rm liq}=\gamma\kappa$, where $\kappa$ is the sum of the two principal curvatures. Since the pressures are uniform, $\kappa$ is constant. Let $\phi$ be the slope angle of the meniscus at distance $\rho$ from the axis. For a surface of revolution,

$$\frac1\rho\frac{d}{d\rho}(\rho\sin\phi)=\kappa
\quad\Rightarrow\quad \rho\sin\phi=\frac{\kappa\rho^2}{2}+\text{const}.$$

The constant vanishes because the surface is smooth on the axis. Hence $\sin\phi=\kappa\rho/2$, which describes a sphere of radius $2/\kappa$. Zero contact angle requires $\phi=\pi/2$ at $\rho=r$, so $r=2/\kappa$: the meniscus is a hemisphere, and

$$\frac{2\gamma}{r}=p-p_{\rm liq}=\frac{RTL}{V_L}-(p_0-p).$$

The last term is small beside the first. Dropping it gives the Kelvin equation,

$$r_K=\frac{a}{L},\qquad a=\frac{2\gamma V_L}{RT}.$$

For the data, $a=2(8.85\times10^{-3})(34.7\times10^{-6})/643.1$ m $=0.9550$ nm. With $L=\ln(1/0.70)=0.3567$,

$$r_K=\frac{0.9550}{0.3567}\ \text{nm}=2.68\ \text{nm}.$$

Keeping the dropped term would raise this by about 0.01 nm. The liquid pressure is $-6.5$ MPa: the liquid is under tension, and this lowers its chemical potential to that of the undersaturated vapour.

## (b) The film

**Before the pore fills, its wall already carries an adsorbed film. The wall lowers the chemical potential of liquid at distance $u$ by $RT\,C/u^3$. Explain the cube, and find the equilibrium film thickness $t$ on a flat wall for $C=5(0.354\ \text{nm})^3$.**

**Answer.** The dispersion attraction between two molecules falls as the sixth power of their distance. Summed over a half-space whose surface lies a distance $u$ away, it gives

$$\int_u^\infty dh\int_0^\infty\frac{2\pi q\,dq}{(q^2+h^2)^3}
=\int_u^\infty\frac{\pi}{2h^4}\,dh=\frac{\pi}{6u^3}.$$

What matters is the excess of the wall's attraction over that of liquid nitrogen filling the same half-space. Both have this form, so their difference also varies as $u^{-3}$. The amplitude $C$ is empirical. The value used here is fitted to measured films and is a few times larger than a rough dispersion (Hamaker) estimate for silicon or silica, so the cube law with this $C$ is a fit and not a prediction.

Condensing liquid from the undersaturated vapour costs free energy $RTL/V_L$ per unit volume, again without the small pressure term. Apart from a constant, the free energy of the film per unit area is

$$\omega(t)=\frac{RT}{V_L}\left[Lt+\int_t^\infty\frac{C}{u^3}\,du\right].$$

The integral appears with a plus sign because a thicker film gains more of the wall's attraction, leaving less of it unused. Setting the derivative to zero,

$$L-\frac{C}{t^3}=0\quad\Rightarrow\quad
t=\left(\frac CL\right)^{1/3}=0.354\ \text{nm}\left(\frac5L\right)^{1/3}.$$

The second derivative is proportional to $3C/t^4>0$, so this is a minimum. This is the Halsey thickness. With $C=0.2218$ nm³,

$$t=\left(\frac{0.2218}{0.3567}\right)^{1/3}\text{nm}=0.85\ \text{nm}.$$

The film is a few molecules thick, so describing it as a continuous liquid is itself an approximation.

## (c) The pore radius

**Combine (a) and (b) to find the radius $r_p$ of the pores that fill at $x=0.70$. Show which pores are already full. How much does the film matter?**

**Answer.** The meniscus spans the open core inside the film, not the whole pore. In a pore of radius $b$ the core radius is $r=b-t$, if the film is as thick as on a flat wall.

The closed bottom provides a meniscus from which filling can start. Let it advance by $dh$. Its shape is unchanged, a volume $\pi r^2dh$ condenses, and an area $2\pi r\,dh$ of film surface disappears. The free energy changes by

$$d\Omega=\left(\frac{RTL}{V_L}\pi r^2-2\pi r\gamma\right)dh
=\frac{\pi RTL}{V_L}\,r\,(r-r_K)\,dh .$$

This is negative for $r<r_K$. The core fills if it is narrower than $r_K$ and stays open if it is wider. At the given pressure the boundary is therefore

$$r_p=r_K+t=2.678+0.854\ \text{nm}\approx3.53\ \text{nm},$$

a diameter of 7.06 nm, or a radius of 35.3 Å. In this approximation, narrower blind pores are full.

Just before filling, the film occupies $1-(r_K/r_p)^2=42.5\%$ of the pore's cross-section. Reporting $r_K$ as the pore radius would give a value 24% below $r_p$.

## (d) Sensitivity and limits

**How does an error in $x$ affect $r_p$? What happens as $x\to1$?**

**Answer.** Since $dL/dx=-1/x$,

$$\frac{dr_K}{dx}=-\frac{a}{L^2}\left(-\frac1x\right)=\frac{r_K}{xL},\qquad
\frac{dt}{dx}=-\frac{t}{3L}\left(-\frac1x\right)=\frac{t}{3xL}.$$

Adding them,

$$\frac{dr_p}{dx}=\frac{r_K+t/3}{xL}
=\frac{2.678+0.854/3}{0.70\times0.3567}\ \text{nm}=11.9\ \text{nm}.$$

An error of 0.01 in $x$ thus shifts $r_p$ by about 0.12 nm.

Near saturation $L\approx1-x$, so $r_K\approx a/(1-x)$ and its slope grows as $a/(1-x)^2$. Wide pores therefore need a very accurate relative pressure. The film becomes relatively unimportant, because $t/r_K=C^{1/3}L^{2/3}/a$ tends to zero. At lower $x$ the film takes a larger share, and the treatment of a few molecular layers as bulk liquid becomes less secure.

## (e) The wall's pull on the curved film

**The sum in (c) gives the film its flat-wall thickness and ignores the wall's pull when the core fills. Keep the potential $-RT\,C/u^3$ throughout the pore, and find the radius $b$ of a blind pore that fills at $x=0.70$. Compare it with $r_p$.**

**Answer.** Let the core have radius $r$, so that $t=b-r$. Compare a completely full pore with one that carries only the film. Filling adds liquid at every radius $s<r$, where the distance to the wall is $b-s$, and removes the film surface. Per unit length, the free energy of the full pore minus that of the film-lined pore is

$$\Delta\Omega=\frac{RT}{V_L}\int_0^r2\pi s\left[L-\frac{C}{(b-s)^3}\right]ds-2\pi r\gamma .$$

Dividing by $\pi RT/V_L$ and using $2\gamma V_L/(RT)=a$,

$$D(r)=2\int_0^r s\left[L-\frac{C}{(b-s)^3}\right]ds-ar .$$

Two conditions hold at filling. First, the film must be in equilibrium. The full pore does not depend on $r$, so $dD/dr=0$:

$$2r\left(L-\frac{C}{t^3}\right)-a=0
\quad\Rightarrow\quad L=\frac{C}{t^3}+\frac{a}{2r}.\tag{1}$$

Second, the meniscus can advance at no cost when $D=0$. With $u=b-s$,

$$\int_0^r\frac{s\,ds}{(b-s)^3}=\int_t^b\frac{b-u}{u^3}\,du
=\frac b2\left(\frac1{t^2}-\frac1{b^2}\right)-\left(\frac1t-\frac1b\right)
=\frac{(b-t)^2}{2bt^2}=\frac{r^2}{2bt^2}.$$

Hence $D=Lr^2-Cr^2/(bt^2)-ar=0$, and division by $r^2$ gives

$$L=\frac ar+\frac{C}{bt^2}.\tag{2}$$

This is the Derjaguin–Broekhoff–de Boer treatment. The direction of the correction follows without solving the equations. In (2) the last term is positive, so $a/r<L$ and $r>r_K$. In (1) the curvature term is positive, so $C/t^3<L$ and the film is thicker than on a flat wall. Both changes enlarge the pore radius assigned to a given $x$.

Solving (1) and (2) numerically with $b=r+t$ gives $r=3.119$ nm, $t=1.029$ nm and

$$b=4.15\ \text{nm}.$$

Substitution confirms the pair: (1) reads $0.204+0.153=0.357$, and (2) reads $0.306+0.051=0.357$. The diameter is 8.3 nm. Of the increase of 0.62 nm over $r_p$, about 0.44 nm comes from the wider core and 0.18 nm from the thicker film.

The same comparison at three pressures is as follows, with the shortfall of $r_p$ taken relative to $b$:

| $x$ | $r_K$ (nm) | $t$, flat (nm) | $r_p$ (nm) | $b$ (nm) | shortfall |
|---|---|---|---|---|---|
| 0.50 | 1.38 | 0.68 | 2.06 | 2.52 | 18% |
| 0.70 | 2.68 | 0.85 | 3.53 | 4.15 | 15% |
| 0.90 | 9.06 | 1.28 | 10.35 | 11.37 | 9% |

Across these three cases the relative error falls as the pores widen, but the difference in nanometres grows.

## (f) A pore open at both ends

**Suppose the layer is lifted off the wafer, so that its pores are open at both ends. Which pores now fill at $x=0.70$ as the pressure rises?**

**Answer.** There is no closed bottom to supply a meniscus. Filling must begin with the cylindrical film surface, whose curvature is $1/r$ instead of $2/r$. Without the wall's pull, (1) becomes $L=a/(2r)$, so the critical core radius is $r_K/2=1.34$ nm. Adding the flat-wall film gives 2.19 nm.

With the wall's pull included, the question is whether the film is stable. From (1), define

$$G(t)=\frac{C}{t^3}+\frac{a}{2(b-t)} .$$

In the units of $D$, the free energy of the film-lined pore changes with thickness as $2r[L-G(t)]$. An equilibrium film is a minimum if this expression rises through zero, which requires $G'(t)<0$. Stability is lost when $G'(t)=0$:

$$\frac{3C}{t^4}=\frac{a}{2r^2}
\quad\Rightarrow\quad r=t^2\sqrt{\frac{a}{6C}} .$$

Inserting this in (1) leaves one equation for $t$,

$$L=\frac{C}{t^3}+\frac{1}{t^2}\sqrt{\frac{3aC}{2}} .$$

Its numerical solution gives a pore radius $b=r+t=3.13$ nm. In a narrower pore $G(t)$ exceeds $L$ at every thickness, so the film grows until the pore is full: open pores with radii below 3.13 nm fill. The simple sum of $r_K/2$ and the flat-wall film (called the factor-1 sum in the output), 2.19 nm, is about 30% below this value and is a poor estimate here.

In this model, open pores with radii between 3.13 and 4.15 nm keep a metastable film at $x=0.70$, although the full state has the lower free energy. Blind pores of the same radii fill. Thermal fluctuations, which are left out, could make some of the open pores fill earlier. The meniscus must therefore be specified before a pressure is converted to a radius.

## (g) Other errors and the real layer

**Estimate the other neglected effects for the blind pore, and state how the result should be reported.**

**Answer.** The first two shifts below are relative to the Kelvin radius with the small pressure term of (a) kept; the others are relative to the additive estimate in (c). In each case the other inputs are held fixed.

- **Vapour non-ideality: $+0.09$ nm.** A rough Lennard-Jones model gives a second virial coefficient $B=-231$ cm³/mol. The vapour's drop in chemical potential becomes $RTL+B(p_0-p)$, which is smaller than $RTL$, so the radius increases.
- **Liquid compressibility: $+0.03$ nm.** This uses a rough 3 GPa⁻¹. The stretched liquid has a larger molar volume, so less tension is needed for the same drop in chemical potential.
- **Curvature-dependent surface tension: about $\mp0.10$ nm.** This takes $\gamma(r)=\gamma(1-2\delta/r)$ with an assumed $\delta=\pm0.05$ nm. The sign is uncertain.
- **Another thickness curve: $+0.01$ nm.** The Harkins–Jura form, $t=[0.1399/(0.034-\log_{10}x)]^{1/2}$ nm, gives 0.861 nm. This small shift holds for the additive estimate only. In (e) the wall's pull at larger distances matters too: using the Harkins–Jura curve as the wall potential gives $b=3.98$ nm, or 4.09 nm if its negative tail beyond about 2 nm is set to zero.
- **Sample 0.1 K warmer than assumed: $-0.09$ nm.** With a rough heat of vaporization of 5.6 kJ/mol, the true $p_0$ is higher and the true $x$ is 0.692. The shift includes only this change in $x$.

With these inputs each listed shift is much smaller than the $+0.62$ nm from the film force in (e). For the surface tension this rests on the assumed $\delta$: with $\delta=+0.2$ nm the shift would be $-0.49$ nm. The requested Kelvin-plus-film result is a radius of 3.5 nm; with the film force included, the estimate becomes about 4.1 nm. The second value still uses the potential of a flat wall inside a curved pore, and an empirical $C$ that may differ between hydrogen-terminated and oxidized silicon. Both matter. Summing the same sixth-power attraction over the solid outside a cylinder, instead of over a half-space, strengthens the pull at the film surface by about 23%. It raises the blind-pore radius to about 4.3 nm and the open-pore limit of (f) from 3.13 to about 3.4 nm. Halving $C$ lowers $r_p$ to 3.36 nm and $b$ to 3.86 nm. The second value is therefore uncertain by a few tenths of a nanometre.

Pore diameters of several nanometres are typical of anodized, heavily doped silicon, so the example lies in a realistic range. The assumption most plainly broken is that of a smooth, uniform cylinder. Real pores are rough, and their width varies along their length. By the filling condition in (c), a meniscus rising from the bottom stops at a wide section until $x$ increases, while a retreating one stops at a narrow section until $x$ decreases. Two limits apply. A narrow neck can fill by itself, as in (f), before the rising meniscus reaches it: a neck of radius 3 nm does so at $x\approx0.68$, while a section of radius 6 nm needs $x\approx0.80$. At low $x$, roughly below 0.5, the stretched liquid behind a neck can also empty by nucleating a bubble (cavitation) before the neck opens. Filling and emptying can then follow different curves even in a blind pore, whereas the uniform blind cylinder predicts a single curve. The size of this effect depends on the width profile, which is not specified here. The result is therefore an equivalent cylinder radius, measured to the inner surface of any oxide on the pore wall. The numerical output below lists the values of parts (a) to (f) and the five headline shifts above.

## Values computed for the example and the checks

```
temperature: 77.35 K
saturation pressure p0: 101.3 kPa
surface tension: 8.85 mN/m
liquid molar volume: 34.7 cm3/mol
gas constant: 8.3145 J/(mol K)
RT: 643.1 J/mol
length a = 2 gamma V_L/(RT): 0.9550 nm
film constant C: 0.2218 nm3
relative pressure x: 0.70
L = ln(1/x): 0.3567
Kelvin core radius r_K: 2.678 nm
Halsey film thickness t: 0.854 nm
pore radius r_p = r_K + t: 3.531 nm
pore diameter: 7.06 nm
pore radius in angstrom: 35.3 A
film share of pore section: 42.5 %
error if film is left out: -24.2 %
liquid pressure: -6.51 MPa
slope dr_p/dx: 11.86 nm
r_p change for 0.01 in x: 0.119 nm
table: x, r_K, t, r_p, DBdB radius (nm), r_p shortfall (%)
  0.50 1.378 0.684 2.062 2.519 18.1
  0.70 2.678 0.854 3.531 4.148 14.9
  0.90 9.064 1.282 10.346 11.370 9.0
DBdB pore radius, blind pore: 4.148 nm
DBdB pore diameter: 8.30 nm
DBdB film thickness: 1.029 nm
DBdB core radius: 3.119 nm
shift from film force: +0.617 nm
open pore, factor-1 core radius: 1.339 nm
open pore, factor-1 sum: 2.192 nm
open pore, film stability limit: 3.130 nm
second virial coefficient (LJ): -231 cm3/mol
shift from vapour non-ideality: +0.086 nm
shift from dropped pressure term: +0.012 nm
assumed liquid compressibility: 3.0 1/GPa
shift from compressibility: +0.027 nm
assumed Tolman length size: 0.05 nm
shift, Tolman length positive: -0.104 nm
shift, Tolman length negative: +0.097 nm
Harkins-Jura thickness: 0.861 nm
shift from Harkins-Jura curve: +0.007 nm
heat of vaporization: 5.6 kJ/mol
true x if sample is 0.1 K warmer: 0.6922
shift from 0.1 K warmer sample: -0.091 nm
```
